# Why vacuum polarization shifts cesium parity violation by 0.4 percent: verification in Python

```python
"""Uehling correction to the nuclear weak matrix element of s and p1/2 electrons.

Result under test: for nuclear radius R much smaller than the reduced Compton
wavelength lam, the relative change of w = int rho (Ps Qp - Qs Pp) dr is
    delta = A L^2 + B L + C,   L = ln(lam/R),
    A = beta zeta^2/gamma,     B = -2 k A + beta dln(m)/dln(zeta),
with zeta = Z alpha, gamma = sqrt(1-zeta^2), beta = 2 alpha/(3 pi),
k = Euler constant + 5/6, and m the massless Dirac overlap in the nucleus.
P, Q: large and small radial components; kappa = -1 for s, +1 for p1/2.
Hartree atomic units inside the program; energies exclude the rest energy.
The bound states use a Thomas-Fermi potential with a Latter tail.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq

Z, MASS_NUMBER = 55, 133
alpha = sc.fine_structure
c = 1 / alpha
lam = alpha
fm = 1e-15 / sc.physical_constants["Bohr radius"][0]
R_cs = 1.2 * MASS_NUMBER ** (1 / 3) * fm
zeta = Z * alpha
gamma = np.sqrt(1 - zeta**2)
beta = 2 * alpha / (3 * np.pi)
k_const = np.euler_gamma + 5 / 6
h = 0.01          # step in ln r
EPS = 0.1         # scale of the Uehling potential in central differences


# ---------- Uehling potential ----------
def spectral(u):
    t = np.cosh(u)
    return np.sinh(u) ** 2 * (1 / t**2 + 0.5 / t**4)


def point_uehling(r):
    top = np.arccosh(1 + 20 * lam / r)
    val = quad(lambda u: spectral(u) * np.exp(-2 * np.cosh(u) * r / lam),
               0, top, limit=200, epsabs=1e-11, epsrel=1e-9)[0]
    return -Z * beta * val / r


def sphere_uehling(r, R):
    """Sum of Yukawa potentials, each folded with a uniform sphere."""
    total = np.zeros_like(r)
    inside = r < R
    ri, ro = r[inside], r[~inside]
    du = 0.1
    for u in np.arange(du, np.log(lam / R) + 12, du):
        mu = 2 * np.cosh(u) / lam
        y, z = mu * R, mu * ri
        if y < 0.01:
            out = (1 + y * y / 10) * np.exp(-mu * ro) / ro
            inn = (1.5 - y + 3 * y * y / 8 - 0.5 * (ri / R) ** 2
                   + z * z / 4) / R
        else:
            out = 1.5 / y**3 * ((y - 1) * np.exp(-mu * (ro - R))
                                + (y + 1) * np.exp(-mu * (ro + R))) / ro
            inn = 3 / (y * y * R) * (1 - (1 + y) * np.exp(z - y)
                                     * (-np.expm1(-2 * z)) / (2 * z))
        total[~inside] += du * spectral(u) * out
        total[inside] += du * spectral(u) * inn
    return -Z * beta * total


# Yukawa form against the Feynman-parameter integral of the one-loop function
q_lam = 3.0
feynman = 2 * alpha / np.pi * quad(
    lambda x: x * (1 - x) * np.log(1 + q_lam**2 * x * (1 - x)), 0, 1)[0]
yukawa = beta * quad(lambda u: spectral(u) * q_lam**2
                     / (q_lam**2 + 4 * np.cosh(u) ** 2), 0, 25, limit=200)[0]
assert abs(yukawa / feynman - 1) < 1e-6

# logarithmic growth of the effective charge at short distance
r_test = 1e-4 * lam
ratio_num = point_uehling(r_test) / (-Z / r_test)
ratio_log = beta * (np.log(lam / r_test) - k_const)
assert abs(ratio_num / ratio_log - 1) < 1e-3

# folded potential against direct averages of the point potential
xg, wg = np.polynomial.legendre.leggauss(14)
s_nodes, s_weights = 0.5 * R_cs * (xg + 1), 0.5 * R_cs * wg
far = 2 * R_cs
avg_far = sum(
    1.5 / R_cs**3 * ws * s * s * wc
    * point_uehling(np.sqrt(far**2 + s * s - 2 * far * s * x))
    for s, ws in zip(s_nodes, s_weights) for x, wc in zip(xg, wg))
avg_mid = sum(3 / R_cs**3 * ws * s * s * point_uehling(s)
              for s, ws in zip(s_nodes, s_weights))
folded = sphere_uehling(np.array([1e-3 * R_cs, far]), R_cs)
assert abs(folded[1] / avg_far - 1) < 1e-5
assert abs(folded[0] / avg_mid - 1) < 1e-3


# ---------- Thomas-Fermi screening ----------
def tf_rhs(t, y):      # t = sqrt(x), y = (phi, dphi/dx)
    return [2 * t * y[1], 2 * max(y[0], 0.0) ** 1.5]


def phi_zero(t, y):
    return y[0]


def slope_zero(t, y):
    return y[1]


phi_zero.terminal = slope_zero.terminal = True
steep, flat = -1.60, -1.57
for _ in range(42):
    trial = 0.5 * (steep + flat)
    run = solve_ivp(tf_rhs, (0, 12), [1.0, trial], method="DOP853",
                    rtol=1e-10, atol=1e-12, events=(phi_zero, slope_zero))
    if len(run.t_events[0]):
        steep = trial
    else:
        flat = trial
tf_slope = 0.5 * (steep + flat)
tf = solve_ivp(tf_rhs, (0, 4.5), [1.0, tf_slope], method="DOP853",
               rtol=1e-11, atol=1e-13, dense_output=True).sol
tf_length = (9 * np.pi**2 / (128 * Z)) ** (1 / 3)
latter_radius = tf_length * brentq(lambda t: Z * tf(t)[0] - 1, 1, 4.5) ** 2


def screening(r):
    t = np.minimum(np.sqrt(r / tf_length), 4.5)
    phi = tf(t.ravel())[0].reshape(r.shape)
    return (Z - np.maximum(Z * phi, 1.0)) / r


def nuclear(r, R):
    return np.where(r < R, -Z * (1.5 - 0.5 * (r / R) ** 2) / R, -Z / r)


# ---------- radial Dirac solver: fourth-order Magnus steps in ln r ----------
def make_grid(R, r_max=100.0):
    edge = 700
    n_out = 2 * int(np.log(r_max / R) / (2 * h))
    x = np.log(R) + h * np.arange(-edge, n_out + 1)
    off = h * np.array([0.5 - np.sqrt(3) / 6, 0.5 + np.sqrt(3) / 6])
    return np.exp(x), np.exp(x[:-1][None, :] + off[:, None]), edge


def transfer(kappa, energy, g, V, rest):
    a = g * (energy - V + rest) / c
    b = -g * (energy - V) / c
    f = np.sqrt(3) * h * h / 12
    o11 = -kappa * h - f * (a[0] * b[1] - a[1] * b[0])
    o12 = h / 2 * (a[0] + a[1]) - f * 2 * kappa * (a[0] - a[1])
    o21 = h / 2 * (b[0] + b[1]) - f * 2 * kappa * (b[1] - b[0])
    root = np.sqrt(o11**2 + o12 * o21 + 0j)
    ch, sh = np.cosh(root).real, (np.sinh(root) / root).real
    return (ch + sh * o11, sh * o12, sh * o21, ch - sh * o11), a, b


def sweep(m, p, q):
    ps, qs = [p], [q]
    for m11, m12, m21, m22 in zip(*(x.tolist() for x in m)):
        p, q = m11 * p + m12 * q, m21 * p + m22 * q
        ps.append(p)
        qs.append(q)
    return np.array(ps), np.array(qs)


def outward(kappa, energy, g, V, stop=None, rest=2 * c * c):
    m, a, b = transfer(kappa, energy, g[:, :stop], V[:, :stop], rest)
    s = np.sqrt(kappa**2 + a[0, 0] * b[0, 0])
    return sweep(m, float(a[0, 0]), float(kappa + s))


def inward(kappa, energy, g, V, start=0):
    m, a, b = transfer(kappa, energy, g[:, start:], V[:, start:], 2 * c * c)
    s = np.sqrt(max(kappa**2 + a[1, -1] * b[1, -1], 0.0))
    inverse = [x[::-1] for x in (m[3], -m[1], -m[2], m[0])]
    p, q = sweep(inverse, 1.0, float((kappa - s) / a[1, -1]))
    return p[::-1], q[::-1]


def bound(kappa, nodes, grid, V, e_lo=-1.0, e_hi=-0.012):
    r, g, _ = grid
    match = int(np.searchsorted(r, r[-1] / 50))
    lo, hi = e_lo, e_hi
    while hi - lo > 0.002 * abs(e_lo):
        mid = 0.5 * (lo + hi)
        sign = np.sign(outward(kappa, mid, g, V)[0])
        if np.sum(sign[1:] * sign[:-1] < 0) > nodes:
            hi = mid
        else:
            lo = mid

    def mismatch(e):
        po, qo = outward(kappa, e, g, V, match)
        pi, qi = inward(kappa, e, g, V, match)
        return po[-1] * qi[0] - qo[-1] * pi[0]

    e = brentq(mismatch, lo, hi, xtol=1e-14, rtol=1e-14)
    po, qo = outward(kappa, e, g, V, match)
    pi, qi = inward(kappa, e, g, V, match)
    s = ((po[-1] * pi[0] + c * c * qo[-1] * qi[0])
         / (pi[0] ** 2 + c * c * qi[0] ** 2))
    P = np.concatenate([po[:-1], s * pi])
    Q = np.concatenate([qo[:-1], s * qi])
    norm = np.sqrt(simpson((P * P + Q * Q) * r, dx=h))
    return e, P / norm, Q / norm


# solver against the point-Coulomb Dirac spectrum, n = 6
coul_grid = make_grid(1e-4, 3.0)
exact6 = c * c * (1 / np.sqrt(1 + (zeta / (5 + gamma)) ** 2) - 1)
for kap, nod in ((-1, 5), (1, 4)):
    e6 = bound(kap, nod, coul_grid, -Z / coul_grid[1], -58.0, -34.0)[0]
    assert abs(e6 / exact6 - 1) < 1e-6


def weak(s, p, grid, R):
    r, _, edge = grid
    cut = slice(0, edge + 1)
    f = (s[1][cut] * p[2][cut] - s[2][cut] * p[1][cut]) * r[cut]
    return 3 / (4 * np.pi * R**3) * simpson(f, dx=h)


# ---------- response of the massless nuclear overlap to the charge ----------
grid_cs = make_grid(R_cs)
r_cs, g_cs, edge_cs = grid_cs


def log_overlap(factor):
    zf = zeta * factor
    gf = np.sqrt(1 - zf**2)
    gi = g_cs[:, :edge_cs]
    waves, amp = [], 1.0
    for kappa in (-1, 1):
        p, q = outward(kappa, 0.0, gi, factor * nuclear(gi, R_cs), rest=0.0)
        vec = np.array([zf, kappa + gf])
        vec /= np.sqrt(abs(vec[0] ** 2 - vec[1] ** 2))
        amp *= p[-1] * vec[0] - q[-1] * vec[1]
        waves.append((0.0, p, q))
    return np.log(abs(weak(waves[0], waves[1], grid_cs, R_cs) / amp))


dlnm = (log_overlap(1.001) - log_overlap(0.999)) / np.log(1.001 / 0.999)
A = beta * zeta**2 / gamma
B = beta * dlnm - 2 * k_const * A


# ---------- logarithms measured with artificially small nuclei ----------
def response(grid, R, V, U):
    logs = []
    for scale in (EPS, -EPS):
        s = bound(-1, 5, grid, V + scale * U)
        p = bound(1, 4, grid, V + scale * U)
        logs.append(np.log(abs(weak(s, p, grid, R))))
    return (logs[0] - logs[1]) / (2 * EPS), 0.5 * (logs[0] + logs[1])


L_scan = np.array([15.0, 20.0, 25.0])
scan, control, log_w = [], [], []
for L in L_scan:
    R = lam * np.exp(-L)
    grid = make_grid(R)
    g = grid[1]
    V = nuclear(g, R) + screening(g)
    d, lw = response(grid, R, V, sphere_uehling(g, R))
    scan.append(d)
    log_w.append(lw)
    fixed_charge = beta * nuclear(g, R) * np.exp(-2 * g / lam)
    control.append(response(grid, R, V, fixed_charge)[0])


def log_coefficients(d):
    quadratic = (d[2] - 2 * d[1] + d[0]) / 50
    return quadratic, (d[2] - d[0]) / 10 - 40 * quadratic


A_num, B_num = log_coefficients(scan)
A_ctl, B_ctl = log_coefficients(control)
power_num = (log_w[2] - log_w[0]) / 10
assert abs(power_num / (2 - 2 * gamma) - 1) < 1e-3
assert abs(A_num / A - 1) < 0.01
assert abs(B_num - B) < 0.05 * A
# a constant charge increase changes the nuclear overlap by a constant only,
# so the control slope comes from the singular waves alone
assert abs(A_ctl) < 0.01 * A
assert abs(B_ctl / (2 * A) - 1) < 0.02
C = scan[0] - A * L_scan[0] ** 2 - B * L_scan[0]


# ---------- cesium ----------
V_cs = nuclear(g_cs, R_cs) + screening(g_cs)
U_cs = sphere_uehling(g_cs, R_cs)
LEVELS = {"6s": (-1, 5), "7s": (-1, 6), "6p1/2": (1, 4), "7p1/2": (1, 5)}
PAIRS = [("6s", "6p1/2"), ("6s", "7p1/2"), ("7s", "6p1/2"), ("7s", "7p1/2")]


def admixture(s, V):
    """Decaying p1/2 wave mixed into s by the weak interaction."""
    match = int(np.searchsorted(r_cs, 2.0))
    reg = (s[0],) + outward(1, s[0], g_cs, V)
    P, Q = inward(1, s[0], g_cs, V)
    wronskian = reg[1][match] * Q[match] - reg[2][match] * P[match]
    coef = weak(s, reg, grid_cs, R_cs) / (c * wronskian)
    return coef * P, coef * Q


def dipole(s, mix):
    return simpson((s[1] * mix[0] + s[2] * mix[1]) * r_cs**2, dx=h)


def atom(scale):
    V = V_cs + scale * U_cs
    st = {name: bound(*qn, grid_cs, V) for name, qn in LEVELS.items()}
    w = {pr: weak(st[pr[0]], st[pr[1]], grid_cs, R_cs) for pr in PAIRS}
    mix6, mix7 = admixture(st["6s"], V), admixture(st["7s"], V)
    parts = (dipole(st["7s"], mix6), -dipole(st["6s"], mix7))
    return st, w, mix6, parts


base, plus, minus = atom(0.0), atom(EPS), atom(-EPS)
st0, w0, mix0, parts0 = base
s6, p6 = st0["6s"], st0["6p1/2"]
projection = simpson((p6[1] * mix0[0] + p6[2] * mix0[1]) * r_cs, dx=h)
expected = w0[("6s", "6p1/2")] / (s6[0] - p6[0])
assert abs(projection / expected - 1) < 1e-3

delta = {pr: np.log(plus[1][pr] / minus[1][pr]) / (2 * EPS) for pr in PAIRS}
delta_amp = np.log(sum(plus[3]) / sum(minus[3])) / (2 * EPS)
direct = delta[PAIRS[0]]
L_cs = np.log(lam / R_cs)
log_law = A * L_cs**2 + B * L_cs + C
values = np.array(list(delta.values()))
assert np.ptp(values) < 0.10 * values.mean()
assert abs(log_law / direct - 1) < 0.15
assert abs(direct - 0.004) < 0.001
assert abs(delta_amp - 0.004) < 0.001

print(f"nuclear charge Z = {Z}, mass number = {MASS_NUMBER}")
print(f"nuclear radius R = {R_cs / fm:.3f} fm")
print(f"reduced Compton wavelength = {lam / fm:.2f} fm")
print(f"L = ln(lambda/R) = {L_cs:.4f}")
print(f"zeta = Z alpha = {zeta:.5f}")
print(f"gamma = {gamma:.5f}")
print(f"beta = 2 alpha/(3 pi) = {beta:.5e}")
print(f"k = Euler constant + 5/6 = {k_const:.5f}")
print(f"one-loop function at q lambda = 3, Feynman: {feynman:.6e}")
print(f"one-loop function at q lambda = 3, Yukawa: {yukawa:.6e}")
print(f"V_U/V_C at r = 1e-4 lambda, integral: {ratio_num:.6e}")
print(f"V_U/V_C at r = 1e-4 lambda, log form: {ratio_log:.6e}")
print(f"Thomas-Fermi initial slope = {tf_slope:.6f}")
print(f"Latter radius = {latter_radius:.3f} bohr")
print(f"power 2-2gamma, formula: {2 - 2 * gamma:.6f}")
print(f"power 2-2gamma, from bound states: {power_num:.6f}")
print(f"dln m/dln zeta = {dlnm:.5f}")
for L, d, dc in zip(L_scan, scan, control):
    print(f"L = {L:.0f}: delta = {100 * d:.4f} %, "
          f"fixed-charge control = {100 * dc:.4f} %")
print(f"A, formula: {A:.5e}")
print(f"A, from bound states: {A_num:.5e}")
print(f"B, formula: {B:.5e}")
print(f"B, from bound states: {B_num:.5e}")
print(f"control: squared-log coefficient = {A_ctl:.2e}")
print(f"control: slope, formula 2A: {2 * A:.5e}")
print(f"control: slope, from bound states: {B_ctl:.5e}")
print(f"C = {C:.5e}")
for name in LEVELS:
    print(f"Cs {name} energy = {st0[name][0]:.6f} hartree")
print(f"Cs part A L^2 = {100 * A * L_cs**2:.4f} %")
print(f"Cs part B L = {100 * B * L_cs:.4f} %")
print(f"Cs part C = {100 * C:.4f} %")
print(f"Cs sum of the three parts = {100 * log_law:.4f} %")
for pr in PAIRS:
    print(f"Cs direct delta {pr[0]}-{pr[1]} = {100 * delta[pr]:.4f} %")
print(f"admixture projection / expected = {projection / expected:.6f}")
print(f"amplitude share, 6s admixture = {parts0[0] / sum(parts0):.4f}")
print(f"amplitude share, 7s admixture = {parts0[1] / sum(parts0):.4f}")
print(f"Cs 6s-7s amplitude, Uehling change = {100 * delta_amp:.4f} %")
print("checks complete")
```

Printed output:

```
nuclear charge Z = 55, mass number = 133
nuclear radius R = 6.125 fm
reduced Compton wavelength = 386.16 fm
L = ln(lambda/R) = 4.1438
zeta = Z alpha = 0.40135
gamma = 0.91592
beta = 2 alpha/(3 pi) = 1.54855e-03
k = Euler constant + 5/6 = 1.41055
one-loop function at q lambda = 3, Feynman: 7.831320e-04
one-loop function at q lambda = 3, Yukawa: 7.831320e-04
V_U/V_C at r = 1e-4 lambda, integral: 1.207870e-02
V_U/V_C at r = 1e-4 lambda, log form: 1.207834e-02
Thomas-Fermi initial slope = -1.588071
Latter radius = 2.706 bohr
power 2-2gamma, formula: 0.168154
power 2-2gamma, from bound states: 0.168156
dln m/dln zeta = 0.15293
L = 15: delta = 5.5080 %, fixed-charge control = 0.8631 %
L = 20: delta = 10.0083 %, fixed-charge control = 1.1355 %
L = 25: delta = 15.8703 %, fixed-charge control = 1.4078 %
A, formula: 2.72346e-04
A, from bound states: 2.72347e-04
B, formula: -5.31495e-04
B, from bound states: -5.31510e-04
control: squared-log coefficient = -2.83e-12
control: slope, formula 2A: 5.44692e-04
control: slope, from bound states: 5.44693e-04
C = 1.77433e-03
Cs 6s energy = -0.107672 hartree
Cs 7s energy = -0.049593 hartree
Cs 6p1/2 energy = -0.071417 hartree
Cs 7p1/2 energy = -0.037214 hartree
Cs part A L^2 = 0.4677 %
Cs part B L = -0.2202 %
Cs part C = 0.1774 %
Cs sum of the three parts = 0.4248 %
Cs direct delta 6s-6p1/2 = 0.4150 %
Cs direct delta 6s-7p1/2 = 0.4149 %
Cs direct delta 7s-6p1/2 = 0.4138 %
Cs direct delta 7s-7p1/2 = 0.4137 %
admixture projection / expected = 1.000000
amplitude share, 6s admixture = -0.4779
amplitude share, 7s admixture = 1.4779
Cs 6s-7s amplitude, Uehling change = 0.4052 %
checks complete
```
